# Second-order quadrupolar shift of sodium-23 and its separation at two fields

## Problem

A nucleus of half-integer spin $I\ge\tfrac32$ sits in a powder, in a strong magnetic field. Its Larmor frequency is $\nu_0$, its quadrupole coupling constant is $C_Q$, and $|C_Q|\ll\nu_0$.

(a) Find the displacement of the centre of gravity of the central transition, $m=\tfrac12\leftrightarrow-\tfrac12$, from $\nu_0$, to leading order in $C_Q/\nu_0$.

(b) Evaluate it for a model $^{23}$Na site ($I=\tfrac32$) with $C_Q=2$ MHz and asymmetry $\eta=0$, at $\nu_0=105.8$ MHz.

(c) Simulated central-transition powder lines of a $^{23}$Na site have their centres of gravity at $-4.93$ ppm for $\nu_1=105.8$ MHz and at $1.77$ ppm for $\nu_2=211.6$ MHz. Separate the chemical shift from the quadrupolar shift. What do the two spectra reveal about the coupling?

**Conventions.** Units are Gaussian, $h=2\pi\hbar$, $e>0$, and the spin operators are dimensionless. The gyromagnetic ratio is positive, and a positive shift means a higher frequency. With $V_{ij}$ the electric field gradient and $V_{zz}$ its principal value of largest magnitude, $C_Q=eQV_{zz}/h$. The tensor $v_{ij}=V_{ij}/V_{zz}$ is traceless, with principal values $-(1-\eta)/2$, $-(1+\eta)/2$ and $1$, where $0\le\eta\le1$. All orientations carry equal weight, and cross terms between shielding anisotropy and quadrupole coupling are neglected.

## Estimate by scaling

The Hamiltonian is

$$\frac{H}{h}=-\nu_0I_z+A\sum_{ij}v_{ij}I_iI_j,\qquad A=\frac{C_Q}{2I(2I-1)}.$$

In first order the quadrupole term shifts $m$ and $-m$ equally, because it is quadratic in the spin. The central transition is then unmoved. The second-order shift is a squared matrix element over a Zeeman splitting, about $A^2/\nu_0$ if the spin and orientation factors are taken as one. As a fraction of $\nu_0$,

$$|\delta_Q|\sim\left(\frac{A}{\nu_0}\right)^2=\frac{1}{36}\left(\frac{C_Q}{\nu_0}\right)^2\qquad(I=\tfrac32).$$

For the site in (b), $(C_Q/\nu_0)^2=3.57\times10^{-4}$, so the shift should be about 10 ppm. Doubling the field should divide it by four. The estimate leaves the sign open.

## Full second-order solution

**Matrix elements.** Take $z$ along the field and write $L=I(I+1)$. Since $v_{xx}+v_{yy}=-v_{zz}$, the diagonal part of the sum is $\tfrac12v_{zz}(3I_z^2-L)$. Inserting $I_x=(I_++I_-)/2$ and $I_y=(I_+-I_-)/2i$ in the rest gives

$$\tfrac12(v_{xz}-iv_{yz})(I_+I_z+I_zI_+)+\tfrac14(v_{xx}-v_{yy}-2iv_{xy})I_+^2+\text{h.c.}$$

Define

$$w_1^2=v_{xz}^2+v_{yz}^2,\qquad w_2^2=(v_{xx}-v_{yy})^2+4v_{xy}^2.$$

Acting on $|m\rangle$, the factor $I_+I_z+I_zI_+$ yields $m+(m+1)=2m+1$ times the ladder root. In frequency units the squared couplings are therefore

$$|V_{m+1,m}|^2=\tfrac{A^2}{4}w_1^2(2m+1)^2[L-m(m+1)],$$

$$|V_{m+2,m}|^2=\tfrac{A^2}{16}w_2^2[L-m(m+1)][L-(m+1)(m+2)].$$

**Level shifts.** The Zeeman energies are $-\nu_0m$, so the denominator for a coupling of $m$ to $k$ is $E_m-E_k=(k-m)\nu_0$. For $m=\tfrac12$ the couplings are:

- $k=\tfrac32$: $A^2w_1^2(L-\tfrac34)$, over $+\nu_0$;
- $k=-\tfrac12$: zero, because $2m+1=0$ for the lower state $m=-\tfrac12$;
- $k=\tfrac52$: $\tfrac{A^2}{16}w_2^2(L-\tfrac34)(L-\tfrac{15}4)$, over $+2\nu_0$;
- $k=-\tfrac32$: $\tfrac{A^2}{16}w_2^2(L-\tfrac34)(L+\tfrac14)$, over $-2\nu_0$.

For $I=\tfrac32$, $L=\tfrac{15}4$ and the third term vanishes, as it must. In the sum, the last two terms combine through $(L-\tfrac{15}4)-(L+\tfrac14)=-4$:

$$E^{(2)}_{1/2}=\frac{A^2(L-\frac34)}{\nu_0}\left(w_1^2-\frac{w_2^2}{8}\right).$$

For $m=-\tfrac12$ the couplings are mirrored and every denominator changes sign, so $E^{(2)}_{-1/2}=-E^{(2)}_{1/2}$. The transition frequency is $E_{-1/2}-E_{1/2}$, and its fractional shift is

$$\delta=-\frac{2A^2(L-\frac34)}{\nu_0^2}\left(w_1^2-\frac{w_2^2}{8}\right).\tag{1}$$

**The next correction.** Time reversal changes $\mathbf I$ to $-\mathbf I$ and leaves the quadrupole term unchanged. Hence $E_m(\nu_0)=E_{-m}(-\nu_0)$. The term of order $n$ varies as $\nu_0^{1-n}$, which is even in $\nu_0$ for odd $n$. Odd orders thus shift $m$ and $-m$ equally and cancel in the central transition. The first correction to (1) is of fourth order.

**Powder average.** In an isotropic average, symmetry under exchange of indices requires

$$\langle v_{ij}v_{kl}\rangle=a(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+b\,\delta_{ij}\delta_{kl}.$$

Setting $i=j$ and summing must give zero, so $2a+3b=0$. Setting $k=i$, $l=j$ and summing gives $12a+3b=10a=S$, where

$$S=\sum_{ij}v_{ij}^2=1+\frac{(1-\eta)^2+(1+\eta)^2}{4}=\frac32\left(1+\frac{\eta^2}{3}\right).$$

So $a=S/10$. Then $\langle w_1^2\rangle=2a=S/5$. Also $\langle(v_{xx}-v_{yy})^2\rangle=2(2a+b)-2b=4a$ and $4\langle v_{xy}^2\rangle=4a$, so $\langle w_2^2\rangle=8a=4S/5$. Hence

$$\left\langle w_1^2-\frac{w_2^2}{8}\right\rangle=\frac S5-\frac S{10}=\frac S{10}.$$

Putting this and $A^2=C_Q^2/[4I^2(2I-1)^2]$ into (1), the numerical factor is $2\cdot\tfrac14\cdot\tfrac1{10}\cdot\tfrac32=\tfrac3{40}$:

$$\boxed{\delta_Q=-\frac{3}{40}\left(\frac{C_Q}{\nu_0}\right)^2\frac{I(I+1)-\frac34}{I^2(2I-1)^2}\left(1+\frac{\eta^2}{3}\right)}\tag{2}$$

This answers (a). At fixed $C_Q$, going from $\eta=0$ to $\eta=1$ enlarges the shift by a factor $4/3$.

**Numbers for (b).** For $I=\tfrac32$ the spin factor is $3/9=1/3$, so

$$\delta_Q=-\frac{1}{40}\left(\frac{2}{105.8}\right)^2=-\frac{3.5735\times10^{-4}}{40}=-8.93\times10^{-6}.$$

The shift is $-8.9$ ppm, or $-945$ Hz. At 211.6 MHz it is $-2.23$ ppm, or $-473$ Hz: the shift in hertz falls as $1/\nu_0$, the shift in ppm as $1/\nu_0^2$.

## Comparison of estimate and solution

For $I=\tfrac32$ and $\eta=0$, equation (1) averages to $\delta_Q=-0.9\,(A/\nu_0)^2$. The estimate had the right field dependence and was about 11% too large relative to this result. The closeness depends on the spin. At $\eta=0$ the coefficient is $0.3\,(L-\tfrac34)$, which is $7.2$ for $I=\tfrac92$, so setting the spin factors to one would fail there.

The estimate could not give the sign, because two effects compete. With $S=\tfrac32$, the $w_1$ terms contribute $-1.8$ and the $w_2$ terms $+0.9$, in units of $(A/\nu_0)^2$. The single-step couplings win, and the mean moves to lower frequency.

Exact diagonalization over the powder gives $-8.933$ ppm, against $-8.934$ ppm from (2). A separate check takes $I=\tfrac32$, $\eta=0.5$ and the largest difference, over the sampled orientations, between the exact shift and (1). Doubling $C_Q/\nu_0$ from 0.02 to 0.04 multiplies this difference by 16, as a fourth-order correction requires. The expansion requires the quadrupole matrix elements, $A$ times the spin factors, to be small compared with $\nu_0$.

## The centre need not be a peak

Formula (2) gives a mean over crystallites, and magic-angle spinning does not make them all equal. Take $\eta=0$ and let the symmetry axis make an angle $\theta$ with the field, with $c=\cos\theta$. Then $w_1^2=\tfrac94c^2(1-c^2)$ and $w_2^2=\tfrac94(1-c^2)^2$, so $w_1^2-w_2^2/8=\tfrac9{32}(1-c^2)(9c^2-1)$. Dividing by its mean, $S/10=\tfrac3{20}$, gives

$$\frac{\delta(\theta)}{\delta_Q}=\frac{15}{8}\left(-1+10c^2-9c^4\right).$$

Let the symmetry axis make an angle $\beta$ with the rotor axis, and let $x=\cos\beta$. With the rotor at the magic angle, $c=x/\sqrt3+\sqrt{2/3}\,\sqrt{1-x^2}\cos\varphi$. Averaging over the rotor phase $\varphi$ gives $\overline{c^2}=\tfrac13$ and

$$\overline{c^4}=\frac{x^4}{9}+\frac23x^2(1-x^2)+\frac16(1-x^2)^2=\frac16+\frac{x^2}{3}-\frac{7x^4}{18}.$$

For spinning fast enough that this average describes the line,

$$\frac{\bar\delta}{\delta_Q}=\frac{25-90x^2+105x^4}{16}.$$

This is largest at $x=1$, where it equals $\tfrac52$, and smallest at $x^2=\tfrac37$, where it equals $\tfrac5{14}$. For the site in (b) the crystallites spread from $-22.3$ to $-3.2$ ppm. The line has its maxima where $\bar\delta$ is stationary in $x$, at $x=0$ ($-14.0$ ppm) and at $x^2=\tfrac37$ ($-3.2$ ppm), on either side of the centre at $-8.9$ ppm. The quantity to compare with (2) is the centre of gravity, not the position of a maximum. At finite spinning speed part of the intensity goes into sidebands, and the centreband alone is displaced from (2): for this site its centre lies at $-10.3$ ppm for 1 kHz, $-9.00$ ppm for 5 kHz and $-8.95$ ppm for 10 kHz.

## Separation with two fields

The chemical shift $\delta_{\rm iso}$ in ppm does not depend on the field, while $\delta_Q$ varies as $1/\nu_0^2$. The satellite transitions must be kept out of the centre: for $I=\tfrac32$ their mean second-order shift is $-2\delta_Q$, of the opposite sign. The observed centres of the central-transition line are

$$\delta_i=\delta_{\rm iso}+\frac{K}{\nu_i^2},\qquad i=1,2.$$

Replacing the Larmor frequency by the reference frequency in the last term changes it by a few parts per million of itself, which is negligible. Multiplying each equation by $\nu_i^2$ and subtracting removes $K$; subtracting them directly removes $\delta_{\rm iso}$:

$$\delta_{\rm iso}=\frac{\nu_2^2\delta_2-\nu_1^2\delta_1}{\nu_2^2-\nu_1^2},\qquad K=\frac{\delta_1-\delta_2}{\nu_1^{-2}-\nu_2^{-2}}.$$

Here $\nu_2=2\nu_1$, so

$$\delta_{\rm iso}=\frac{4(1.77)+4.93}{3}=4.00\ \text{ppm},$$

$$K=\frac43(105.8)^2(-4.93-1.77)=-1.00\times10^5\ \text{ppm MHz}^2.$$

The quadrupolar parts are $-4.93-4.00=-8.93$ ppm and $1.77-4.00=-2.23$ ppm. For $I=\tfrac32$, (2) reads $K=-10^6P_Q^2/40$ in these units, with $P_Q=|C_Q|\sqrt{1+\eta^2/3}$. Hence

$$P_Q=\sqrt{40\times0.100}=2.00\ \text{MHz}.$$

The centres were computed, as equal-weight powder means of the exact central-transition frequency, with $\delta_{\rm iso}=4$ ppm, $C_Q=2$ MHz and $\eta=0$, which means $P_Q=2$ MHz. Both $\delta_{\rm iso}$ and $P_Q$ are therefore recovered.

The centres determine $P_Q$, but not $C_Q$ and $\eta$ separately, nor the sign of $C_Q$. A site with $\eta=0.6$ and $C_Q=2/\sqrt{1.12}=1.8898$ MHz has the same $P_Q$, and its computed centres are again $-4.93$ and $1.77$ ppm. Finding $|C_Q|$ requires $\eta$ from elsewhere, for instance from the line shape.

**Reading errors.** Let each centre carry an independent error $\sigma$. Since $\delta_{\rm iso}$ is linear in the readings and $P_Q\propto|\delta_2-\delta_1|^{1/2}$,

$$\sigma_{\rm iso}=\sigma\frac{\sqrt{\nu_1^4+\nu_2^4}}{\nu_2^2-\nu_1^2},\qquad \sigma_P\simeq\frac{P_Q}{2}\,\frac{\sqrt2\,\sigma}{|\delta_2-\delta_1|}.$$

For $\sigma=0.1$ ppm these give $\sigma_{\rm iso}=0.1\sqrt{17}/3=0.14$ ppm and $\sigma_P=0.02$ MHz. As the two fields approach each other, $\sigma_{\rm iso}$ grows without limit through its denominator $\nu_2^2-\nu_1^2$. The error $\sigma_P$ grows as well, since $\delta_2-\delta_1=K(\nu_2^{-2}-\nu_1^{-2})$ shrinks, but its linearized formula holds only while $|\delta_2-\delta_1|\gg\sigma$.

## Numbers as computed

```
Spin I: 1.5
CQ: 2.0 MHz; eta: 0.0
Larmor frequencies: 105.8 and 211.6 MHz
Spin factor: 0.333333
CQ/nu0 at field 1: 0.018904
(CQ/nu0)^2 at field 1: 3.5735e-04
delta_Q, formula, field 1: -8.934 ppm
delta_Q, exact powder, field 1: -8.933 ppm
delta_Q, formula, field 2: -2.233 ppm
delta_Q, exact powder, field 2: -2.233 ppm
delta_Q in frequency, field 1: -945.2 Hz
delta_Q in frequency, field 2: -472.6 Hz
Worst relative error, CQ/nu0 = 0.01: 9.5e-06
Remainder ratio on doubling CQ: 15.999
Spinning crystallites, lowest shift: -22.33 ppm
Spinning crystallites, highest shift: -3.19 ppm
Chosen delta_iso: 4.00 ppm
Reading at field 1: -4.93 ppm
Reading at field 2: 1.77 ppm
Recovered delta_iso: 4.003 ppm
Recovered K: -99997 ppm MHz^2
Recovered PQ: 2.000 MHz
Second site: eta 0.6, CQ 1.890 MHz
Second site, centre at field 1: -4.93 ppm
Second site, centre at field 2: 1.77 ppm
Assumed reading error: 0.10 ppm
Error of delta_iso, formula: 0.137 ppm
Error of delta_iso, sampled: 0.137 ppm
Error of PQ, formula: 0.0211 MHz
Error of PQ, sampled: 0.0211 MHz
```
